Loop work of the damping-like spin-orbit torque on a magnetization cone

**Question**

A thin ferromagnetic layer lies on a heavy-metal strip carrying a steady current. The layer is treated as one uniform magnetization M_s m, where m is a unit vector and M_s is constant. The current supplies spins polarized along a fixed unit vector σ in the film plane. The magnetization obeys

dm/dt = −γ m×B + α m×dm/dt + τ,  γ > 0,

where B is the effective field of all magnetic energies, α is the Gilbert damping constant, and τ is the damping-like torque, written as a rate of change of m:

τ = γb m×(σ×m).

The strength b is measured in tesla. It is constant at fixed current unless a part says otherwise. Use M_s = 1.00 MA/m, b = 5.00 mT, α = 0.010, and a disc of diameter 40 nm and thickness 1.5 nm.

**(a) Which way does τ turn m? Find every effective field that produces τ, and show that they all do the same work when m moves.**

*Answer.* Expanding the double product with m·m = 1,

m×(σ×m) = σ(m·m) − m(m·σ) = σ − m(m·σ).

Let θ be the angle between m and σ. The torque by itself changes m·σ at the rate

σ·τ = γb[1 − (m·σ)²] = γb sin²θ.

For b > 0 this is positive between the poles, so τ pulls m towards σ. For b < 0 it pushes m away.

An effective field B_D produces τ if τ = −γ m×B_D. To solve for the field, take the cross product with m:

m×τ = −γ m×(m×B_D) = −γ[m(m·B_D) − B_D] = γB_tan,

where B_tan is the part of B_D perpendicular to m. The torque therefore fixes B_tan completely. Inserting τ,

B_tan = b m×[m×(σ×m)].

The vector X = σ×m is perpendicular to m, and for such a vector m×(m×X) = −X. Hence

B_tan = −b σ×m = b m×σ.

The part of the field along m is not fixed, because m×m = 0. The general solution is

B_D = b m×σ + λ(m) m,

with λ(m) an arbitrary function. When m moves by dm, the field does work M_s B_D·dm per unit volume. Since m·m = 1 at all times, m·dm = 0, and λ drops out. The work is thus a property of the torque, not of the field chosen to represent it.

**(b) Suppose that a single-valued, differentiable energy density E(m) generated this torque. What would follow for the work around a closed path?**

*Answer.* The sign convention comes from the energy of a moment in a constant field, E = −M_s m·B. There dE = −M_s B·dm: the energy falls by the work that the field does. For a general energy, the same relation defines the tangential effective field:

M_s B·dm = −dE, that is, B_tan = −∇E/M_s,

where ∇ is the gradient on the unit sphere. On a path from m₁ to m₂ the work is E(m₁) − E(m₂). On a closed path the end point is the starting point, and a single-valued function has the same value there, so

M_s ∮B·dm = 0 on every smooth closed path.

One closed path with nonzero work is enough to rule out such an energy.

**(c) Take m once around the cone of half-angle θ centred on σ, right-handedly about σ. Find the work, decide whether the energy in (b) exists, and evaluate the result for θ = 30°.**

*Answer.* Choose unit vectors e₁ and e₂ perpendicular to σ with e₁×e₂ = σ. Then e₂×σ = e₁ and e₁×σ = −e₂. The path is

m(φ) = cosθ σ + sinθ (cosφ e₁ + sinφ e₂),  0 ≤ φ ≤ 2π.

At fixed θ,

dm/dφ = sinθ (−sinφ e₁ + cosφ e₂).

The component of m along σ does not contribute to m×σ, which leaves

m×σ = sinθ (cosφ e₁×σ + sinφ e₂×σ) = sinθ (sinφ e₁ − cosφ e₂).

This is −dm/dφ: the field points straight backwards along the path. Therefore

B_D·dm = −b sin²θ (sin²φ + cos²φ) dφ = −b sin²θ dφ.

The integrand does not depend on φ, so nothing can cancel, and

∮B_D·dm = −2πb sin²θ,

W = M_s ∮B_D·dm = −2πM_s b sin²θ.

For b ≠ 0 and 0 < θ < π this is not zero. It contradicts (b), so no single-valued differentiable energy E(m) generates the damping-like torque.

One factor sinθ comes from the field strength b sinθ, the other from the path length 2π sinθ. The work vanishes as θ → 0 or π, where the path shrinks to a point, and its magnitude is largest at θ = 90°. Reversing the path reverses dm and hence the sign of W. Reversing b does the same.

For θ = 30°, sin²θ = 0.2500 and

∮B_D·dm = −2π × 5.00 mT × 0.2500 = −7.854 mT.

A direct sum of (m×τ/γ)·dm over 20 000 short chords of the circle gives −7.8540 mT. Since 1 T·A/m = 1 J/m³,

W = 1.00 MA/m × (−7.854 mT) = −7.85 kJ/m³.

The disc has volume π(40 nm)²/4 × 1.5 nm = 1885 nm³, so the work on the whole cell is −1.48×10⁻²⁰ J, or −0.092 eV.

The minus sign means that B_D opposes this sense of rotation. If an external steering field carries m slowly round the cone, it must balance the tangential part of all other fields at each point. It then supplies +7.85 kJ/m³ per turn, although m ends where it began.

**(d) Repeat the calculation for a cone of half-angle ρ about an arbitrary unit vector n. What does a cone about the film normal show?**

*Answer.* A cyclic exchange in the triple product separates σ from the path:

(m×σ)·dm = σ·(dm×m) = −σ·(m×dm).

Write m = cosρ n + sinρ u(φ), where the unit vector u is perpendicular to n and turns right-handedly about it. Then dm = sinρ (n×u) dφ, and

m×(n×u) = n(m·u) − u(m·n) = sinρ n − cosρ u.

Over a full turn u averages to zero, so

∮m×dm = sinρ ∫(sinρ n − cosρ u) dφ = 2π sin²ρ n,

∮B_D·dm = −2πb sin²ρ (n·σ).

For n = σ this is the result of (c). For the film normal, n·σ = 0 and the loop work is zero: the field helps the motion on some parts of the circle and opposes it equally on others (at ρ = 90°, in the film plane, it is perpendicular to the path everywhere). This does not rescue the energy, because (b) requires zero work on every closed path.

**(e) Could a multivalued energy, such as one that grows with the angle φ, generate the torque? Consider constant b first, then b = c/sin²θ with constant c.**

*Answer.* For constant b, let the cone in (d) shrink. Its cap has area 2π(1 − cosρ), which tends to πρ², while sin²ρ tends to ρ². The loop integral per unit area, which is the surface curl of the field, becomes

−2πbρ²(n·σ)/(πρ²) = −2b n·σ.

It is zero only on the equator n·σ = 0. Any open patch of the sphere contains points off the equator, and small loops around them have nonzero work. Even an energy defined on that patch alone is therefore impossible, and multivaluedness does not help.

The trial function E = M_s b φ sin²θ shows the difficulty. Its φ-derivative is the one needed, but it also has the θ-derivative 2M_s b φ sinθ cosθ, which would produce a field along the θ direction that the torque does not contain.

Now let b = c/sin²θ. For motion in both angles, dm = dθ e_θ + sinθ dφ e_φ, while m×σ = −sinθ e_φ. Thus

B_D·dm = −b sin²θ dφ = −c dφ.

Away from the poles this equals −dE/M_s with E = M_s cφ, so a local energy does exist. It rises by 2πM_s c per turn around σ and is multivalued. The loop integral is −2πc if the path encircles σ once, and zero if it encloses neither pole.

With c = 5.00 mT, a circle of half-angle 30° whose axis is tilted by 0.17 rad from σ encloses that pole, and a numerical sum gives −31.42 mT = −2πc. A circle of half-angle 0.35 rad about an axis 1.0 rad from σ encloses neither pole, and the sum is zero to rounding. Angle-dependent b can therefore have an energy away from the poles. A local energy requires b sin²θ to depend on φ alone, b = f(φ)/sin²θ, and it can even be single-valued there: f = c cosφ gives E = M_s c sinφ. In every such case the field has magnitude |f(φ)|/sinθ, which diverges at the poles, so no bounded nonzero b has an energy over the whole sphere.

**(f) A student objects: "τ = γb∇(m·σ), so the torque is a gradient and has an energy." Find the error. Then compare the loop work of a constant field and of the demagnetizing field.**

*Answer.* The equation is correct. The gradient of m·σ on the sphere is the tangential part of σ, namely σ − m(m·σ), and by (a) this is τ/(γb). The conclusion fails because an energy requires the field to be a gradient, not the torque. An energy E produces the torque

−γ m×(−∇E/M_s) = (γ/M_s) m×∇E,

which is turned by 90° from ∇E. The student's candidate E = −M_s b m·σ gives the constant field bσ and the torque −γb m×σ. This is a field-like torque: by itself it makes m precess around σ at fixed θ instead of pulling m towards it. Only through the Gilbert term does m then drift towards σ, at a rate of order αγb rather than γb.

For any constant field B₀, ∮B₀·dm = B₀·∮dm = 0, since m returns to its start. A field-like torque with constant strength therefore does no net work.

For a thin film with normal z, the demagnetizing field is −μ₀M_s m_z z and its energy density is ½μ₀M_s²m_z². On the cone of (c), with e₁ along z, m_z = sinθ cosφ. The energy varies between zero and

½ × 1.257 T × 1.00 MA/m × 0.2500 = 157 kJ/m³.

This is the infinite-film value; for the finite disc, with demagnetizing factors of about 0.90 along z and 0.05 in the plane, it is 134 kJ/m³. The swing is 17 to 20 times |W|, yet its net contribution per loop is zero because the energy is single-valued. The size of a field along the path does not decide whether it does loop work.

**(g) Derive the energy balance of the moving magnetization. How can the damping-like work be told apart from Gilbert loss?**

*Answer.* Put v = dm/dt and let B_tot = B + B_D. The equation of motion becomes

v = −γ m×[B_tot − (α/γ)v].

A cross product is perpendicular to both its factors, so v·[B_tot − (α/γ)v] = 0, or

B_tot·v = (α/γ)|v|².

The magnetic energies satisfy M_s B·v = −dE/dt at fixed applied field. Multiplying by M_s and solving for dE/dt,

dE/dt = M_s B_D·v − (αM_s/γ)|v|².

The first term is energy exchanged with the current-driven electrons and can have either sign. The second is never positive. What becomes of the energy among the electrons lies outside this model.

On the circular cone at frequency f, |v| = 2πf sinθ, and one turn lasts 1/f. The Gilbert loss per turn is

(αM_s/γ)(2πf sinθ)²/f = 2πα(2πf/γ)M_s sin²θ.

It is proportional to f, vanishes for slow motion, and remains a loss when the path is reversed. On a fixed path the damping-like work is independent of speed, and it changes sign on reversal. At 30° and 1.0 GHz the loss is 0.56 kJ/m³. It equals |W| at f = γ|b|/(2πα) = 14.0 GHz.

Free motion shows both signs. Let m start in the film plane, 30° from σ, with 100 mT applied along σ and the thin-film demagnetizing field included. Integrating for 0.5 ns gives, in kJ/m³:

b = +5 mT: ΔE = −4.77 − 7.01 = −11.78

b = −5 mT: ΔE = +9.33 − 13.67 = −4.34

In each line the first term is the damping-like work and the second the Gilbert loss. With b negative the torque feeds energy into the magnet, but over this interval less than damping removes.

**(h) Compare the model with a real spin-orbit-torque memory cell, taking a current density of 10¹¹ A/m². Which neglected effects matter?**

*Answer.* The chosen values are rough typical ones for the free layer of such a cell: a magnet one to two nanometres thick, M_s near 1 MA/m, and a damping-like field of a few millitesla at 10¹¹ A/m². Constant b is an assumption that real layers can break. If b is replaced by b(1 + 0.20 m_z²), an assumed variation of 20 %, the mean of m_z² on the cone is sin²θ/2 = 0.125 and |W| rises by 0.20 × 0.125 = 2.5 %. The conclusion survives any variation for which the average of b around the cone is not zero.

The circular cone is an imposed path. With a demagnetizing field scale of 1.26 T for an infinite film, or about 1.07 T for this finite disc, the layer would not follow it freely, and the steering field must be strong enough to hold m on it. Crystal or interface anisotropy changes the steering required but, being a single-valued energy, not the net work.

For a strip 5 nm thick and 100 nm wide, the current's own magnetic field at the middle of the magnet is 0.30 mT. Treated as uniform, it does no loop work.

Uniform magnetization is a further assumption. A small non-uniform tilt of amplitude u and wavenumber k costs exchange energy of order Ak²u², as a field 2Ak²/M_s would. With stiffness A = 15 pJ/m, the softest non-uniform mode of the disc with free edges gives 254 mT. The field b is 2 % of this, so as a static field it distorts the uniform state little. Stability is a stricter test, because the damping-like torque competes with damping. For b < 0 a mode about σ grows once |b| exceeds α times its mean stiffness field. With 100 mT along σ and the thin-film demagnetizing field this is 0.010 × (100 + 628) = 7.3 mT for the uniform mode and 0.010 × (100 + 254 + 628) = 9.8 mT for the non-uniform one, only twice b. If interface anisotropy cancels the demagnetizing field, the thresholds fall to 1.0 and 3.5 mT, below b, and uniform magnetization is no longer assured. These are thin-film estimates. The demagnetizing field of the finite disc, including its edges, lowers the thresholds to about 6.3 and 8.0 mT, and to about 0.9 and 2.7 mT when interface anisotropy cancels it.

Temperature matters more. At 300 K the thermal energy is 0.0259 eV, so the cell's loop work is only 3.6 times as large. A real cell fluctuates about the prescribed path, and −0.092 eV is the work on that path, not a thermal average. Thermal precession about the holding field B₀ also exchanges work with B_D, at a mean rate of roughly −2γb cosθ k_BT × α/(α + b cosθ/B₀). This form assumes that B₀ is the only restoring field, and for B₀ = 1.26 T it gives about −1.1 k_BT per nanosecond. With the thin-film demagnetizing field present, B₀ must be replaced by the mean stiffness field, about B₀ + 0.55 T on this cone, and the rate becomes about −1.2 k_BT per nanosecond. It adds 30 to 35 % to the loop work at 1 GHz and more for slower loops, so the thermal mean is not independent of speed.

The current also heats the metal. With a resistivity of 200 μΩ cm, appropriate to a high-resistivity film, and a heat capacity of 2.5 MJ/(m³ K), a 1 ns pulse would warm the strip by 8 K if no heat escaped. Whether this current writes a cell depends on the pulse length and on the demagnetizing field. Add an easy axis along σ giving a barrier of 40 k_BT, which the model disc lacks, and start from a 0.1 rad tilt. With a demagnetizing field of 1.07 or 1.26 T, |b| = 5 mT does not reverse m within 10 ns; if interface anisotropy reduces that field to 0.2 T or to zero, it does so in about 6 or 5 ns. Reversal within 1 ns needs more: |b| of 22 to 23 mT for an in-plane tilt and 16 to 17 mT for an out-of-plane tilt with the demagnetizing field present, and 19 mT with it cancelled. This is 3.2 to 4.6×10¹¹ A/m². Heating grows as the square of the current and would then reach 80 to 170 K without heat loss. The Joule power is 1.0×10⁸ W/m² of strip area. The loop work at 1 GHz corresponds to 1.2×10⁴ W/m², about one part in 8500 of it. The energy exchanged through the torque is thus a very small part of the electrical budget in this example.

Further digits of the loop work, the free-motion balance, the Oersted and exchange fields and the Joule power are in the numerical output.

Values computed for the example and the checks

```
Saturation magnetization: 1.00 MA/m
Damping-like field strength b: 5.00 mT
Cone half-angle: 30.0 deg
sin^2 of half-angle: 0.2500
Magnet thickness: 1.50 nm
Magnet diameter: 40.0 nm
Magnet volume: 1885.0 nm^3
Field magnitude on cone: 2.500 mT
Loop integral of B.dm: -7.8540 mT
Loop integral, reversed path: 7.8540 mT
Loop work density: -7.8540 kJ/m^3
Loop work of whole cell: -1.4804e-20 J
Loop work of whole cell: -0.0924 eV
Loop integral about film normal: 4.3e-16 mT
Generic energy, loop integral: 1.5e-11 mT
Inverse-square b, pole outside: 8.7e-16 mT
Inverse-square b, pole inside: -31.416 mT
Demagnetizing field scale: 1.257 T
Demag energy swing on loop: 157.1 kJ/m^3
Demag swing / loop work: 20.0
Demag loop integral: 0.0e+00 mT
Motion: applied field along sigma: 100 mT
Gilbert damping alpha: 0.010
Motion +b: energy change: -11.7804 kJ/m^3
Motion +b: damping-like work: -4.7737 kJ/m^3
Motion +b: Gilbert loss: 7.0068 kJ/m^3
Motion -b: energy change: -4.3441 kJ/m^3
Motion -b: damping-like work: 9.3253 kJ/m^3
Motion -b: Gilbert loss: 13.6694 kJ/m^3
Loop frequency for comparison: 1.0 GHz
Gilbert loss per circular loop: 0.5605 kJ/m^3
Frequency of equal loss and work: 14.01 GHz
Assumed angular variation of b: 20 %
Resulting change of loop work: 2.50 %
Current density: 1.0e+11 A/m^2
Metal strip thickness: 5.0 nm
Metal strip width: 100 nm
Oersted field at magnet: 0.301 mT
Exchange stiffness: 15.0 pJ/m
Exchange field, softest mode: 254 mT
b / exchange field: 1.97 %
Temperature: 300 K
Thermal energy: 0.02585 eV
Cell loop work / thermal energy: 3.57
Metal resistivity: 200 uOhm cm
Joule power per area: 1.00e+08 W/m^2
Loop-work power per area: 1.18e+04 W/m^2
Loop-work power / Joule power: 1.18e-04
Heat capacity: 2.5 MJ/(m^3 K)
Pulse length: 1.0 ns
Heating without heat loss: 8.0 K
```
